# Optical Effective Mass of Electrons in Silicon's Six Conduction Valleys: test program

```python
# Result under test: six equally filled ellipsoidal valleys on the cube axes
# respond to a uniform field as carriers of one isotropic optical mass,
#     m_opt = 3 / (1/m_l + 2/m_t).
# m_l, m_t: masses along and across a valley axis, in electron masses.
# eta: chemical potential above the valley minimum, divided by k_B T.
# tau: relaxation time; fields vary as exp(-i omega t).
# Quadrature uses hbar = electron mass = k_B T = 1.
# Time integration uses charge = electron mass = omega = total density = 1.
import numpy as np
from scipy.constants import c, e, epsilon_0, m_e, pi
from scipy.integrate import solve_ivp
from scipy.special import expit

m_l, m_t = 0.92, 0.19
m_opt = 3 / (1 / m_l + 2 / m_t)
m_dos = 6 ** (2 / 3) * (m_l * m_t ** 2) ** (1 / 3)

valley_axes = [0, 0, 1, 1, 2, 2]      # opposite valleys share an axis
valley_masses = np.full((6, 3), m_t)
for valley, axis in enumerate(valley_axes):
    valley_masses[valley, axis] = m_l


def valley_integrals(masses, eta, points=81):
    """Density and integral of (-df/dE) v_i v_j for one valley."""
    reach = np.sqrt(2 * masses * (max(eta, 0) + 36))
    lines = [np.linspace(-r, r, points) for r in reach]
    q = np.meshgrid(*lines, indexing="ij")
    energy = sum(q[i] ** 2 / (2 * masses[i]) for i in range(3))
    filling = expit(eta - energy)
    cell = 2 * np.prod(2 * reach / (points - 1)) / (2 * pi) ** 3
    velocity = [q[i] / masses[i] for i in range(3)]
    slope = filling * (1 - filling)
    response = np.array([[cell * np.sum(slope * a * b)
                          for b in velocity] for a in velocity])
    return cell * filling.sum(), response


def all_valleys(etas):
    pairs = [valley_integrals(m, eta)
             for m, eta in zip(valley_masses, etas)]
    return (np.array([p[0] for p in pairs]),
            sum(p[1] for p in pairs))


# The valley sum, for dilute and degenerate electrons
quadrature_masses = {}
for eta in (-12.0, 5.0):
    densities, response = all_valleys([eta] * 6)
    inverse_mass = response / densities.sum()
    assert np.allclose(inverse_mass, np.eye(3) / m_opt,
                       rtol=0, atol=1e-7)
    quadrature_masses[eta] = 3 / np.trace(inverse_mass)
    if eta < 0:
        # Fermi statistics corrects the dilute density by about 2e-6.
        dilute = 2 * (m_dos / (2 * pi)) ** 1.5 * np.exp(eta)
        assert np.isclose(densities.sum(), dilute, rtol=1e-5)

# Unequal filling: the z pair is lowered by one k_B T
densities, response = all_valleys([-12, -12, -12, -12, -11, -11])
z_fraction = densities[4:].sum() / densities.sum()
w = np.exp(1) / (np.exp(1) + 2)
inverse_zz = w / m_l + (1 - w) / m_t
inverse_xx = w / m_t + (1 - w) * (1 / m_l + 1 / m_t) / 2
# Residual Fermi statistics limits these dilute-gas comparisons.
assert np.isclose(z_fraction, w, rtol=1e-5)
assert np.allclose(response / densities.sum(),
                   np.diag([inverse_xx, inverse_xx, inverse_zz]),
                   rtol=0, atol=2e-5)


def driven_currents(rates, direction):
    """Complex current amplitudes per valley from time integration."""
    def force(t, flat_momentum):
        momentum = flat_momentum.reshape(6, 3)
        return (-direction * np.cos(t) - rates * momentum).ravel()

    start = 2 * pi * np.ceil(25 / rates.min() / (2 * pi))
    times = start + 2 * pi * np.arange(64) / 64
    run = solve_ivp(force, (0, start + 2 * pi), np.zeros(18),
                    method="DOP853", t_eval=times,
                    rtol=1e-10, atol=1e-12, max_step=0.5)
    assert run.success
    momentum = run.y.reshape(6, 3, len(times))
    current = -momentum / valley_masses[:, :, None] / 6
    return 2 * np.mean(current * np.exp(1j * times), axis=2)


# Complex conductivity and current direction for a tilted field
field = np.array([1.0, 2.0, 2.0]) / 3
tau_test = 5.0
currents = driven_currents(np.full((6, 3), 1 / tau_test), field)
drude = tau_test / (1 - 1j * tau_test) / m_opt
assert np.allclose(currents.sum(axis=0), drude * field,
                   rtol=0, atol=1e-6)
z_current = currents[4]
cosine = abs(z_current @ field) / np.linalg.norm(z_current)
z_tilt = np.degrees(np.arccos(cosine))
assert z_tilt > 1

# Direction-dependent scattering in the high-frequency limit
rate_l, rate_t = 1 / 40, 1 / 60
rates = np.where(valley_masses == m_l, rate_l, rate_t)
currents = driven_currents(rates, field)
sigma = currents.sum(axis=0) @ field
mean_rate = m_opt * (rate_l / m_l + 2 * rate_t / m_t) / 3
# Neglected terms are smaller than the largest (rate/omega)^2.
limit = max(rate_l, rate_t) ** 2
assert np.isclose(sigma.imag, 1 / m_opt, rtol=limit)
assert np.isclose(sigma.real, mean_rate / m_opt, rtol=limit)

# Optical example, SI units
density, n0, tau = 1e24, 3.5, 50e-15
optical = []
for wavelength in (1.31e-6, 1.55e-6):
    omega = 2 * pi * c / wavelength
    strength = density * e ** 2 * wavelength ** 2
    strength /= epsilon_0 * n0 * m_opt * m_e
    delta_n = -strength / (8 * pi ** 2 * c ** 2)
    alpha = strength / (4 * pi ** 2 * c ** 3 * tau)
    sigma_x = sum(density / 6 * e ** 2 * tau
                  / (mass * m_e * (1 - 1j * omega * tau))
                  for mass in valley_masses[:, 0])
    index = np.sqrt(n0 ** 2 + 1j * sigma_x / (epsilon_0 * omega))
    full_delta_n = index.real - n0
    full_alpha = 2 * omega * index.imag / c
    # Neglected orders in density and 1/(omega tau) are below 1e-3.
    assert np.isclose(delta_n, full_delta_n, rtol=1e-3)
    assert np.isclose(alpha, full_alpha, rtol=1e-3)
    optical.append((wavelength, omega, delta_n, full_delta_n,
                    alpha, full_alpha))

plasma = np.sqrt(density * e ** 2 / (epsilon_0 * m_opt * m_e))
m_opt_heavier = 3 / (1 / 1.00 + 2 / m_t)
print(f"input m_l = {m_l:.2f} electron masses")
print(f"input m_t = {m_t:.2f} electron masses")
print(f"1/m_l = {1/m_l:.4f} per electron mass")
print(f"2/m_t = {2/m_t:.4f} per electron mass")
print(f"sum 1/m_l + 2/m_t = {1/m_l+2/m_t:.4f} per electron mass")
print(f"m_opt = {m_opt:.4f} electron masses")
for eta, mass in quadrature_masses.items():
    print(f"quadrature m_opt, eta {eta:.0f} = {mass:.4f} electron masses")
print(f"m_opt if m_l were 1.00 = {m_opt_heavier:.4f} electron masses")
print(f"arithmetic mean mass = {(m_l+2*m_t)/3:.4f} electron masses")
print(f"six-valley DOS mass = {m_dos:.4f} electron masses")
print(f"z-valley current tilt, field (1,2,2)/3 = {z_tilt:.2f} degrees")
print(f"z-pair fraction, lowered by k_B T = {z_fraction:.4f} (no unit)")
print(f"unequal filling m_zz = {1/inverse_zz:.4f} electron masses")
print(f"unequal filling m_xx = {1/inverse_xx:.4f} electron masses")
print(f"anisotropic test rate_l/omega = {rate_l:.5f} (no unit)")
print(f"anisotropic test rate_t/omega = {rate_t:.5f} (no unit)")
print(f"weighted rate/omega = {mean_rate:.5f} (no unit)")
print(f"electron density = {density*1e-6:.2e} cm^-3")
print(f"background index = {n0:.2f} (no unit)")
print(f"relaxation time = {tau*1e15:.1f} fs")
print(f"unscreened plasma frequency = {plasma:.4e} rad/s")
for wavelength, omega, dn, full_dn, alpha, full_alpha in optical:
    print(f"wavelength = {wavelength*1e6:.2f} micrometres")
    print(f"  angular frequency = {omega:.4e} rad/s")
    print(f"  omega tau = {omega*tau:.2f} (no unit)")
    print(f"  index change, formula = {dn:.4e} (no unit)")
    print(f"  index change, full root = {full_dn:.4e} (no unit)")
    print(f"  absorption, formula = {alpha/100:.4f} cm^-1")
    print(f"  absorption, full root = {full_alpha/100:.4f} cm^-1")
print("every check passed")
```

It prints:

```
input m_l = 0.92 electron masses
input m_t = 0.19 electron masses
1/m_l = 1.0870 per electron mass
2/m_t = 10.5263 per electron mass
sum 1/m_l + 2/m_t = 11.6133 per electron mass
m_opt = 0.2583 electron masses
quadrature m_opt, eta -12 = 0.2583 electron masses
quadrature m_opt, eta 5 = 0.2583 electron masses
m_opt if m_l were 1.00 = 0.2603 electron masses
arithmetic mean mass = 0.4333 electron masses
six-valley DOS mass = 1.0614 electron masses
z-valley current tilt, field (1,2,2)/3 = 31.34 degrees
z-pair fraction, lowered by k_B T = 0.5761 (no unit)
unequal filling m_zz = 0.3500 electron masses
unequal filling m_xx = 0.2284 electron masses
anisotropic test rate_l/omega = 0.02500 (no unit)
anisotropic test rate_t/omega = 0.01667 (no unit)
weighted rate/omega = 0.01745 (no unit)
electron density = 1.00e+18 cm^-3
background index = 3.50 (no unit)
relaxation time = 50.0 fs
unscreened plasma frequency = 1.1100e+14 rad/s
wavelength = 1.31 micrometres
  angular frequency = 1.4379e+15 rad/s
  omega tau = 71.90 (no unit)
  index change, formula = -8.5126e-04 (no unit)
  index change, full root = -8.5119e-04 (no unit)
  absorption, formula = 1.1358 cm^-1
  absorption, full root = 1.1358 cm^-1
wavelength = 1.55 micrometres
  angular frequency = 1.2153e+15 rad/s
  omega tau = 60.76 (no unit)
  index change, formula = -1.1917e-03 (no unit)
  index change, full root = -1.1916e-03 (no unit)
  absorption, formula = 1.5901 cm^-1
  absorption, full root = 1.5902 cm^-1
every check passed
```
